# Time step and energy zero in Crank-Nicolson spectra

## Problem

An electron moves in one dimension in a fixed potential. It starts in its lowest level, receives a weak kick at time zero, and is then propagated by the Crank-Nicolson method with time step $\Delta t$. The Fourier transform of its dipole $\langle x\rangle(t)$ shows a peak for each allowed transition.

(a) At what frequency does the peak of a transition between levels $E_i<E_f$ appear?

(b) Which time step keeps this peak within a tolerance $\delta$ of its true position?

(c) How does the answer depend on the zero from which energies are counted?

(d) Find the time step for $\delta=10$ meV in the following model. The potential is a Gaussian well, $V(x)=-V_0e^{-x^2/w^2}$, with $V_0=20$ eV and $w=2$ angstrom, in a hard-walled box of length 16 angstrom. On a grid of spacing 0.1 angstrom, with the three-point difference formula for the kinetic energy, diagonalization puts the two lowest levels at $-15.9972$ eV and $-8.7956$ eV, counted from the vacuum level $V=0$. The transition between them has the energy 7.2016 eV.

Atomic units are used in the algebra, so $\hbar=1$ and energies are also angular frequencies. Numerical energies are in eV and times in attoseconds (as), for which $\hbar=658.2$ eV as.

## Solution

### The phase gained in one step

The Schrödinger equation is $i\,\partial_t\psi=H\psi$, with $H$ Hermitian and independent of time. The Crank-Nicolson method replaces the derivative by a difference quotient and $\psi$ on the right by the mean of its old and new values:

$$
i\,\frac{\psi_{n+1}-\psi_n}{\Delta t}=H\,\frac{\psi_{n+1}+\psi_n}{2}.
$$

Multiplying by $-i\Delta t$ and collecting the new values on the left gives

$$
\left(1+\tfrac{i}{2}H\Delta t\right)\psi_{n+1}=\left(1-\tfrac{i}{2}H\Delta t\right)\psi_n .
$$

The operator on the left can be inverted, because its eigenvalues $1+iE\Delta t/2$ have modulus at least one.

Let $\psi_n$ be an eigenstate of $H$ with energy $E$, and write $y=E\Delta t/2$. Then $H$ may be replaced by $E$, and one step multiplies the state by $(1-iy)/(1+iy)$. In polar form,

$$
1\pm iy=\sqrt{1+y^2}\;e^{\pm i\arctan y}.
$$

The moduli cancel in the quotient and the two phases add:

$$
\frac{1-iy}{1+iy}=e^{-2i\arctan y}.
$$

The exact factor would be $e^{-iE\Delta t}$. The numerical state therefore evolves as if its energy were $\tilde E$, with $\tilde E\Delta t=2\arctan y$:

$$
\tilde E=\frac{2}{\Delta t}\arctan\frac{E\Delta t}{2}. \tag{1}
$$

The eigenstates themselves are unchanged, and so are their populations, since each factor has modulus one. The time stepping alters the energies alone.

For small $y$, $\arctan y=y-y^3/3+\dots$, so that

$$
\tilde E=E-\frac{2}{\Delta t}\,\frac{1}{3}\left(\frac{E\Delta t}{2}\right)^3+\dots=E-\frac{E^3\Delta t^2}{12}+\dots
$$

The error grows as the cube of the energy. This is the origin of the dependence on the energy zero.

### The position of the peak

Let $\varphi_j$ be the eigenstates, with energies $E_j$, and let $c_j$ be their amplitudes just after the kick. At time $t_n=n\Delta t$ the numerical state is $\sum_j c_j e^{-i\tilde E_jt_n}\varphi_j$, and its dipole is

$$
\langle x\rangle(t_n)=\sum_{jk}c_j^*c_k\,x_{jk}\,e^{-i(\tilde E_k-\tilde E_j)t_n},\qquad x_{jk}=\langle\varphi_j|x|\varphi_k\rangle .
$$

A kick of momentum $\kappa$ turns $\varphi_i$ into $e^{i\kappa x}\varphi_i\approx(1+i\kappa x)\varphi_i$. Hence $c_f\approx i\kappa x_{fi}$ for $f\neq i$. To first order in $\kappa$, the oscillating terms are those that join the initial level $i$ to another level $f$; terms between two excited levels are of second order or higher. The line from $i$ to $f$ thus appears at

$$
\tilde\omega=\tilde E_f-\tilde E_i=\frac{2}{\Delta t}\left[\arctan\frac{E_f\Delta t}{2}-\arctan\frac{E_i\Delta t}{2}\right]. \tag{2}
$$

This answers (a), under two conditions. The line must be well separated from its neighbours at the resolution of the record, since overlapping lines pull each other's maxima. The sampling must also be fine enough: a real signal known at intervals $\Delta t$ fixes frequencies only up to their sign and up to multiples of $2\pi/\Delta t$, so $\tilde\omega\Delta t<\pi$ is required for an unambiguous reading.

### A bound on the shift

Let $\omega=E_f-E_i$ be the true transition energy and $D=\omega-\tilde\omega$ the shift. Differentiating (1) gives

$$
\frac{d\tilde E}{dE}=\frac{2}{\Delta t}\,\frac{\Delta t/2}{1+(E\Delta t/2)^2}=\frac{1}{1+u},\qquad u(E)=\frac{E^2\Delta t^2}{4}. \tag{3}
$$

The slope is at most one: the method compresses the energy scale, and more strongly the farther a level lies from zero. Integrating from $E_i$ to $E_f$ gives $\tilde\omega$, and therefore

$$
D=\int_{E_i}^{E_f}\left(1-\frac{1}{1+u}\right)dE=\int_{E_i}^{E_f}\frac{u}{1+u}\,dE. \tag{4}
$$

The integrand is positive except at $E=0$, so $D>0$, and the peak is shifted to the red for any $\Delta t>0$. Moreover $u/(1+u)\le u$, which gives

$$
D\le\int_{E_i}^{E_f}\frac{E^2\Delta t^2}{4}\,dE=\frac{\Delta t^2}{12}\left(E_f^3-E_i^3\right). \tag{5}
$$

The difference of cubes is clearer in terms of the midpoint $M=(E_i+E_f)/2$. With $E_f=M+\omega/2$ and $E_i=M-\omega/2$, the terms even in $\omega$ cancel and the odd ones double:

$$
E_f^3-E_i^3=2\left[3M^2\,\frac{\omega}{2}+\frac{\omega^3}{8}\right]=\omega\left(3M^2+\frac{\omega^2}{4}\right). \tag{6}
$$

How close is the bound to the shift itself? The bound exceeds $D$ by

$$
\int_{E_i}^{E_f}\left(u-\frac{u}{1+u}\right)dE=\int_{E_i}^{E_f}\frac{u^2}{1+u}\,dE\le u_{\max}\int_{E_i}^{E_f}u\,dE,
$$

where $u_{\max}$ is the largest value of $u$ between the two levels. The last integral is the bound (5). The excess, relative to the bound, is thus at most $u_{\max}$. When $|E|\Delta t/2\ll1$ for both levels, (5) is also a good estimate of the shift.

### The time step

The shift does not exceed $\delta$ if the right side of (5) does not. Inserting (6) and solving for $\Delta t$ gives

$$
\Delta t\le\sqrt{\frac{12\,\delta}{\omega\left(3M^2+\omega^2/4\right)}}. \tag{7}
$$

This answers (b). The condition is sufficient for any size of $\Delta t$, because it rests on a bound and not on a truncated series. The step grows only as the square root of the tolerance: a shift ten times smaller costs about three times as many steps.

### The energy zero

Counting energies from a new zero $E_0$ means propagating with $H-E_0$. In exact evolution,

$$
e^{-i(H-E_0)t}=e^{iE_0t}\,e^{-iHt},
$$

and the common phase $e^{iE_0t}$ drops out of every expectation value. In the Crank-Nicolson method the shift changes the argument of the arctangent. The transition energy $\omega$ stays the same, but $M$ becomes $M-E_0$, and the peak moves. The choice of zero, physically empty, has become a numerical parameter.

The best choice for one line follows from (3). Write

$$
\tilde\omega=\int_{M-\omega/2}^{M+\omega/2}g(E)\,dE,\qquad g(E)=\frac{1}{1+E^2\Delta t^2/4},
$$

where $M$ is now counted from the zero in use. At fixed $\omega$,

$$
\frac{d\tilde\omega}{dM}=g\left(M+\tfrac{\omega}{2}\right)-g\left(M-\tfrac{\omega}{2}\right).
$$

The function $g$ is even and falls as $|E|$ grows. For $M>0$ the upper level is farther from zero than the lower one, so the derivative is negative; for $M<0$ it is positive. Hence $\tilde\omega$ is largest, and the red shift smallest, at $M=0$. The best zero is the midpoint of the line for every step that meets the sampling condition stated after (2). At the midpoint, (2) gives $\tilde\omega\Delta t=4\arctan(\omega\Delta t/4)$, so the condition reads $\omega\Delta t<4$; for longer steps the observed peak is aliased and another zero can put it closer to $\omega$.

Three cases show what is at stake.

**Zero at the midpoint.** Here $E_f=-E_i=\omega/2$, and the two arctangents in (2) add:

$$
\tilde\omega=\frac{4}{\Delta t}\arctan\frac{\omega\Delta t}{4},\qquad D\le\frac{\omega^3\Delta t^2}{48}.
$$

**Zero at the initial level.** Here $E_i=0$ and $E_f=\omega$, so that

$$
\tilde\omega=\frac{2}{\Delta t}\arctan\frac{\omega\Delta t}{2},\qquad D\le\frac{\omega^3\Delta t^2}{12}.
$$

Replacing $\Delta t$ by $2\Delta t$ in the midpoint formula for $\tilde\omega$ gives this one. For equal shifts, the midpoint therefore allows exactly twice the step, as long as the doubled step still meets the sampling condition, which requires $\omega\Delta t<2$ for the step $\Delta t$ used with the zero at the initial level.

**Distant zero.** If $|M|\gg\omega$, the term $\omega^2/4$ in (7) is negligible, and

$$
\Delta t\approx\frac{2}{|M|}\sqrt{\frac{\delta}{\omega}}. \tag{8}
$$

The step is now set by the distance to the zero, and most of the effort goes into following a common phase that no observable contains.

A spectrum usually has several lines. The integrand in (4) is nowhere negative, so a line whose two levels both lie between $E_i$ and $E_f$ has a shift no larger than that of the line from $E_i$ to $E_f$. It is enough to choose the zero and the step for the highest line of interest; the lower lines from the same initial level are then protected too.

### Numbers for the Gaussian well

In eV and attoseconds, the right side of (7) acquires a factor $\hbar$. Take first the vacuum level as zero. The midpoint is $M=-12.3964$ eV, and

$$
\omega\left(3M^2+\frac{\omega^2}{4}\right)=7.2016\,(461.0+13.0)\ \text{eV}^3\approx3413\ \text{eV}^3 .
$$

With $\delta=0.010$ eV,

$$
\Delta t=658.2\ \text{eV as}\times\sqrt{\frac{0.12\ \text{eV}}{3413\ \text{eV}^3}}\approx3.90\ \text{as}.
$$

With the zero at the midpoint of the line, the denominator falls to $\omega^3/4\approx93.4$ eV$^3$, and

$$
\Delta t=658.2\ \text{eV as}\times\sqrt{\frac{0.12\ \text{eV}}{93.4\ \text{eV}^3}}\approx23.6\ \text{as}.
$$

In atomic units of time the two steps are 0.161 and 0.975. Subtracting a constant from $H$ has made the permitted step six times longer.

The table compares five zeros. The third column is the step from (7) for 10 meV. The last column is the red shift from (2) when the same step of 10 as is used throughout.

| Energy zero | $M$ (eV) | Step for 10 meV (as) | Red shift at 10 as (meV) |
|---|---:|---:|---:|
| Line midpoint | 0 | 23.6 | 1.8 |
| Initial level | 3.6 | 11.8 | 7.2 |
| Well bottom | 7.6 | 6.2 | 25.7 |
| Vacuum | −12.4 | 3.9 | 65.0 |
| 100 eV below midpoint | 100 | 0.49 | 2635 |

The last row agrees with the simple law (8):

$$
\Delta t\approx658.2\ \text{eV as}\times\frac{2}{100\ \text{eV}}\sqrt{\frac{0.010}{7.2016}}\approx0.49\ \text{as}.
$$

Its red shift at 10 as also shows where (5) ceases to be an estimate. There $M\Delta t/2\approx0.76$, which is not small. The bound gives about 4.2 eV, while the shift is 2.6 eV. The bound still holds, but it is no longer close.

The numerical check checks these results by propagation. It kicks the ground state, takes Crank-Nicolson steps for 20000 as, and locates the dipole peak by a windowed Fourier transform. For each zero in the table, at the step from (7), the measured red shift lies between 9.97 and 9.99 meV and agrees with (2) to within 0.02 meV. Propagation with the matrix exponential gives the peak at 7.2016 eV both for the vacuum zero and for the distant one. The dependence on the zero thus comes from the Crank-Nicolson step.

### What the tolerance means in time

A frequency error $\delta$ makes the numerical dipole lag behind the true one by a phase $\delta T/\hbar$ after a time $T$. For 10 meV and 20000 as,

$$
\frac{0.010\ \text{eV}\times20000\ \text{as}}{658.2\ \text{eV as}}\approx0.30\ \text{rad}.
$$

This is about a twentieth of a cycle. The spacing of independent frequencies in such a record, $2\pi\hbar/T\approx0.21$ eV, is much larger than the shift. The shift can still be measured here: the centre of an isolated line can be found far more finely than its width, as long as any noise is small beside the signal. In a longer run the phase lag keeps growing, while the frequency error stays the same.

### Correcting a peak afterwards

If the initial energy $E_i$ is known, counted from the zero used in the run, the shift can be removed. Equation (2) gives

$$
\arctan\frac{E_f\Delta t}{2}=\frac{\tilde\omega\Delta t}{2}+\arctan\frac{E_i\Delta t}{2},
$$

and taking the tangent,

$$
E_f=\frac{2}{\Delta t}\tan\left[\frac{\tilde\omega\Delta t}{2}+\arctan\frac{E_i\Delta t}{2}\right]. \tag{9}
$$

The bracket must lie between $-\pi/2$ and $\pi/2$, the range of the arctangent; a value outside it signals a misread frequency. A value inside it is no guarantee: if $\tilde\omega\Delta t>\pi$, the aliased peak can give a bracket within the range and a wrong $E_f$, so (9) needs the sampling condition stated after (2).

As an example, take the vacuum zero and a step four times too long, 15.611 as. The peak is then measured at 7.0455 eV, a red shift of 156 meV. The quadratic law alone would give $4^2\times10=160$ meV. In (9), $\Delta t/(2\hbar)=0.011859$ eV$^{-1}$, and the bracket is

$$
0.08355+\arctan(-0.18971)=0.08355-0.18748=-0.10393 .
$$

Its tangent is $-0.10431$, so $E_f\approx-0.10431/0.011859\approx-8.796$ eV. Subtracting $E_i=-15.997$ eV returns the transition energy, 7.20 eV.

### Limits of the result

The derivation needs a Hamiltonian that is constant after the kick. In a self-consistent calculation the potential changes with the density, the steps no longer share one set of eigenstates, and (2) does not follow. The results built on it go too: (5) is no longer a bound, the shift need not be to the red, and the midpoint need not be the best zero. Equation (7) then gives at most the order of magnitude of the step, which must be checked by halving it.

The linear system in each step is also taken to be solved accurately. An iterative solver stopped early adds an error of its own, which need not preserve the norm.

Finally, (7) controls the error in time and no other. Halving the grid spacing in this model moves the transition from 7.2016 to 7.2063 eV, a change of about 5 meV. The error of the three-point formula falls as the square of the spacing, so the distance to the continuum value is about $4/3$ of this change, some 6 meV. That is more than half of the tolerance, and it lowers the peak, as the time step does. A peak meant to lie within 10 meV of the continuum value needs a budget shared between the grid and the time step.

## Computed results

```
well depth: 20.0 eV; width parameter: 2.0 angstrom
box: 16.0 angstrom; grid spacing: 0.10 angstrom
grid points: 159; kick: 0.001 atomic units of momentum
propagated time: 20000 as; tolerance: 10.0 meV
lowest level from vacuum: -15.9972 eV
second level from vacuum: -8.7956 eV
line energy omega: 7.2016 eV; midpoint: -12.3964 eV
line energy on grid of half spacing: 7.2063 eV
zero at vacuum:
  E_i = -15.9972 eV, E_f = -8.7956 eV
  estimated step: 3.903 as = 0.1613 atomic units
  step solved from full eigenphases: 3.906 as
  measured red shift at estimated step: 9.985 meV
  formula red shift at 10 as: 65.00 meV
zero at well bottom:
  E_i = 4.0028 eV, E_f = 11.2044 eV
  estimated step: 6.223 as = 0.2573 atomic units
  step solved from full eigenphases: 6.229 as
  measured red shift at estimated step: 9.982 meV
  formula red shift at 10 as: 25.71 meV
zero at initial level:
  E_i = 0.0000 eV, E_f = 7.2016 eV
  estimated step: 11.798 as = 0.4877 atomic units
  step solved from full eigenphases: 11.813 as
  measured red shift at estimated step: 9.975 meV
  formula red shift at 10 as: 7.17 meV
zero at line midpoint:
  E_i = -3.6008 eV, E_f = 3.6008 eV
  estimated step: 23.596 as = 0.9755 atomic units
  step solved from full eigenphases: 23.626 as
  measured red shift at estimated step: 9.975 meV
  formula red shift at 10 as: 1.80 meV
zero at 100 eV below midpoint:
  E_i = 96.3992 eV, E_f = 103.6008 eV
  estimated step: 0.490 as = 0.0203 atomic units
  step solved from full eigenphases: 0.491 as
  measured red shift at estimated step: 9.986 meV
  formula red shift at 10 as: 2634.75 meV
step ratio, midpoint to initial level: 2.0000
distant-zero simple law: 0.491 as
exponential propagation peak, vacuum zero: 7.2016 eV
exponential propagation peak, distant zero: 7.2016 eV
coarse step, vacuum zero: 15.611 as
coarse measured peak: 7.0455 eV
coarse measured red shift: 156.17 meV
coarse red shift from eigenphases: 156.17 meV
coarse peak after correction: 7.2016 eV
phase lag from tolerance over full run: 0.304 rad
```
